# Choosing the Regularization Weight When Inverting Ferroelectric Switching Transients: a program that tests the result

```python
"""Nonnegative Tikhonov recovery of ferroelectric switching times.

Result under test: p(t) = integral g(z) [1 - exp(-(t/tau)^n)] dz, z = log10(tau/s),
can be inverted for g >= 0 by penalized nonnegative least squares, with a
resolution bounded by the noise and by the width of the local switching law.
p: switched polarization / 2Pr;  g: fraction per decade;  n: local exponent;
sigma: noise in p;  lam: weight of the integrated squared second derivative.
A pair of sharp times at +-d (in ln tau) is compared with a flat distribution
of half-width sqrt(3) d, which has one plateau and the same mean and variance.
"""
import numpy as np
from scipy.optimize import nnls, brentq
from scipy.special import gamma
from scipy.stats import norm
from scipy.constants import epsilon_0

rng = np.random.default_rng(20)
LN10 = np.log(10.0)

# Chosen example: rough typical values for a hafnium zirconium oxide film
two_pr = 40.0            # uC/cm2
noise_pol = 0.4          # uC/cm2
n_true = 2.0
log_t = np.linspace(-7.0, -3.0, 81)
log_tau = np.linspace(-7.4, -2.6, 97)
dz = log_tau[1] - log_tau[0]
step_ln = (log_t[1] - log_t[0]) * LN10
sigma = noise_pol / two_pr
n_data = len(log_t)
centres, weights, spread = np.array([-5.5, -4.5]), np.array([0.6, 0.4]), 0.12


def switched(log_time, log_local, n):
    """Switched fraction; rows are times and columns are local times."""
    ratio = np.subtract.outer(log_time, log_local)
    return -np.expm1(-10.0 ** (n * ratio))


size = len(log_tau)
second_diff = (np.diag(-2.0 * np.ones(size)) + np.diag(np.ones(size - 1), 1)
               + np.diag(np.ones(size - 1), -1)) / dz**2
kernels = {n: switched(log_t, log_tau, n) * dz for n in (1.0, 2.0, 3.0)}


def stacked(n, lam, noise):
    return np.vstack([kernels[n] / noise, np.sqrt(lam * dz) * second_diff])


def invert(data, lam, n=n_true, noise=sigma):
    target = np.concatenate([data / noise, np.zeros(size)])
    return nnls(stacked(n, lam, noise), target, maxiter=5000)[0]


def misfit(data, g, n=n_true, noise=sigma):
    return np.sum(((data - kernels[n] @ g) / noise) ** 2)


# Synthetic truth by Gauss-Hermite quadrature, independent of the inversion grid
nodes, node_weights = np.polynomial.hermite.hermgauss(30)
clean = np.zeros(n_data)
for centre, weight in zip(centres, weights):
    local = centre + np.sqrt(2.0) * spread * nodes
    clean += weight * switched(log_t, local, n_true) @ node_weights / np.sqrt(np.pi)
data = clean + sigma * rng.standard_normal(n_data)

# Choice of the penalty weight
lam_floor = 1e-7
chi_min = misfit(data, invert(data, lam_floor))
chi_goal = chi_min + np.sqrt(2.0 * n_data)
log_lam = brentq(lambda q: misfit(data, invert(data, 10.0**q)) - chi_goal,
                 -7.0, 3.0, xtol=1e-3)
lam = 10.0**log_lam
g_fit = invert(data, lam)
chi_fit = misfit(data, g_fit)
chi_truth = np.sum(((data - clean) / sigma) ** 2)
assert abs(chi_fit - chi_goal) < 0.2
scan = [misfit(data, invert(data, 10.0**q)) for q in np.linspace(-7, 1, 9)]
assert np.all(np.diff(scan) > -1e-5)

# Optimality conditions of the constrained minimum
matrix = stacked(n_true, lam, sigma)
target = np.concatenate([data / sigma, np.zeros(size)])
gradient = matrix.T @ (matrix @ g_fit - target)
scale = np.max(np.abs(matrix.T @ target))
assert np.max(np.abs(gradient[g_fit > 0])) < 1e-6 * scale
assert np.min(gradient) > -1e-6 * scale
assert np.linalg.matrix_rank(second_diff) == size


def populations(g):
    """Fast fraction, then centroid and width within 0.5 decade of each centre."""
    out = [np.sum(g[log_tau < -5.0 + 1e-9]) / np.sum(g)]
    for centre in centres:
        near = np.abs(log_tau - centre) < 0.5 + 1e-9
        mean = np.average(log_tau[near], weights=g[near])
        var = np.average((log_tau[near] - mean) ** 2, weights=g[near])
        out += [mean, np.sqrt(var)]
    return np.array(out)


found = populations(g_fit)
repeats = np.array([populations(invert(clean + sigma * rng.standard_normal(n_data), lam))
                    for _ in range(30)])
assert abs(repeats[:, 0].mean() - weights[0]) < 0.04
assert np.all(np.abs(repeats[:, [1, 3]].mean(axis=0) - centres) < 0.08)

# Fourier transform of the local switching rate, by direct quadrature
u = np.linspace(-20.0, 4.0, 48001)
rate = n_true * np.exp(n_true * u - np.exp(n_true * u))
for omega in (0.7, 3.0, 5.0):
    direct = np.sum(rate * np.exp(-1j * omega * u)) * (u[1] - u[0])
    x = np.pi * omega / n_true
    assert abs(direct - gamma(1 - 1j * omega / n_true)) < 1e-7
    assert abs(abs(direct) ** 2 - x / np.sinh(x)) < 1e-7


def distance2(d, n=n_true, noise=sigma):
    """Squared noise-scaled distance between pair and flat distribution."""
    w = np.linspace(1e-6, 40.0 * n / 2.0, 16001)
    x = np.pi * w / n
    shape = np.cos(w * d) - np.sinc(np.sqrt(3.0) * w * d / np.pi)
    value = x / np.sinh(x) * (shape / w) ** 2
    return np.sum(value) * (w[1] - w[0]) / (np.pi * noise**2 * step_ln)


leg_x, leg_w = np.polynomial.legendre.leggauss(40)


def pair_and_flat(separation):
    half = separation / 2.0
    pair = switched(log_t, -5.0 + half * np.array([-1.0, 1.0]), n_true).mean(axis=1)
    flat = switched(log_t, -5.0 + np.sqrt(3.0) * half * leg_x, n_true) @ leg_w / 2.0
    return pair, flat


for separation in (0.3, 0.5, 0.8):
    pair, flat = pair_and_flat(separation)
    summed = np.sum((pair - flat) ** 2) / sigma**2
    assert abs(summed / distance2(separation * LN10 / 2) - 1) < 5e-3
small = 0.05 / n_true
power_law = 17 * (n_true * small) ** 8 / (14400 * sigma**2 * n_true * step_ln)
assert abs(distance2(small) / power_law - 1) < 0.01

error_rate = 0.05
needed = (2 * norm.isf(error_rate)) ** 2


def limit(n, noise):
    """Separation in decades at which the best rule errs at error_rate."""
    root = brentq(lambda d: distance2(d, n, noise) - needed, 0.01, 4.0)
    return 2 * root / LN10


best = limit(n_true, sigma)
pair, flat = pair_and_flat(best)
trials = pair + sigma * rng.standard_normal((20000, n_data))
wrong = np.mean(np.sum((trials - flat) ** 2, axis=1) < np.sum((trials - pair) ** 2, axis=1))
assert abs(wrong - error_rate) < 0.008


def is_split(g):
    """Valley below half the lower peak, with at least 20 % on either side."""
    cumulative = np.cumsum(g) / np.sum(g)
    lower = np.minimum(np.maximum.accumulate(g), np.maximum.accumulate(g[::-1])[::-1])
    inside = (cumulative > 0.2) & (cumulative < 0.8)
    return bool(np.any(g[inside] < 0.5 * lower[inside]))


draws = 30
table = []
for separation in (0.3, 0.45, 0.6, 0.8, 1.0):
    row = [separation]
    for strength in (lam, lam * 1e-4):
        for signal in pair_and_flat(separation):
            row.append(np.mean([is_split(invert(
                signal + sigma * rng.standard_normal(n_data), strength))
                for _ in range(draws)]))
    row.append(2 * norm.cdf(np.sqrt(distance2(separation * LN10 / 2)) / 2) - 1)
    table.append(row)
table = np.array(table)
sampling = 3 * np.sqrt(0.5 / draws)      # three standard errors of a rate difference
assert np.all(table[:, 1] - table[:, 2] <= table[:, 5] + sampling)
assert np.all(table[:, 3] - table[:, 4] <= table[:, 5] + sampling)
assert table[-1, 1] - table[-1, 2] > 0.6
assert table[:, 4].mean() > table[:, 2].mean() + 0.2

# Ambiguity of the local exponent, first without noise
fine = 1e-4
element2 = switched(log_t, np.array([-5.0]), 2.0)[:, 0]
element3 = switched(log_t, np.array([-5.0]), 3.0)[:, 0]
mix = invert(element2, 1e-8, 3.0, fine)
reverse = invert(element3, 1e-8, 2.0, fine)
error_up = np.max(np.abs(kernels[3.0] @ mix - element2))
error_down = np.max(np.abs(kernels[2.0] @ reverse - element3))
assert error_up < 1e-3 and error_down > 1e-2
mix_mean = np.average(log_tau, weights=mix)
mix_var = np.average((log_tau - mix_mean) ** 2, weights=mix)
var_law = np.pi**2 / 6 * (1 / 4 - 1 / 9) / LN10**2
shift_law = -np.euler_gamma * (1 / 2 - 1 / 3) / LN10
assert abs(mix_var / var_law - 1) < 0.05
assert abs(mix_mean + 5.0 - shift_law) < 0.003
chi_n = {n: misfit(data, invert(data, lam_floor, n), n) for n in (1.0, 2.0, 3.0)}
assert chi_n[1.0] > chi_n[2.0] + 50 and chi_n[3.0] < chi_n[2.0] + 3
found3 = populations(invert(data, lam, 3.0))
assert found3[2] > found[2]

# Edges of the time window for a population of full weight
fast_edge = 10 ** log_t[0] / np.log(1 / sigma) ** (1 / n_true)
slow_edge = 10 ** log_t[-1] / (-np.log1p(-sigma)) ** (1 / n_true)
edge = switched(log_t, np.log10([fast_edge, slow_edge]), n_true)
assert abs(np.max(1 - edge[:, 0]) - sigma) < 1e-9
assert abs(np.max(edge[:, 1]) - sigma) < 1e-9

# Neglected effects, SI units inside; device values are rough choices
thickness, area, resistance, permittivity = 10e-9, 400e-12, 100.0, 30.0
field, breakdown, leakage = 1.5e8, 4.0e8, 1e-5 * 1e4
attempt_time, heat_capacity, conductivity = 1e-10, 2.5e6, 1.0
temperature, drift, thickness_spread = 300.0, 5.0, 0.02
polarization = two_pr * 1e-2
rc_time = resistance * epsilon_0 * permittivity * area / thickness
peak_rate = np.max(np.gradient(clean, 10**log_t)) * polarization
drop = peak_rate * area * resistance / (field * thickness)
barrier = np.log(10 ** centres[0] / attempt_time)   # ln(tau/tau0) = activation field / field
leak_charge = leakage * 10 ** log_t[-1] * 100
adiabatic = polarization * field / heat_capacity
diffusion = thickness**2 * heat_capacity / conductivity
steady_rise = peak_rate * field * thickness**2 / (8 * conductivity)

print(f"2Pr {two_pr:.1f} uC/cm2; noise {noise_pol:.2f} uC/cm2; relative noise {sigma:.3f}")
print(f"pulse widths {10**log_t[0]*1e6:.1f} to {10**log_t[-1]*1e6:.0f} us; data points {n_data}")
print(f"local-time grid: {size} points, step {dz:.3f} decade; sampling step in ln t {step_ln:.4f}")
print(f"true centres {10**centres[0]*1e6:.2f} and {10**centres[1]*1e6:.2f} us; width {spread:.2f} decade")
print(f"misfit chi2: minimum {chi_min:.2f}, goal {chi_goal:.2f}, fit {chi_fit:.2f}, truth {chi_truth:.2f}")
print(f"chosen penalty weight lambda {lam:.3e} decade^5")
print(f"recovered total polarization {two_pr*np.sum(g_fit)*dz:.2f} uC/cm2")
print(f"fast fraction: true {weights[0]:.3f}, recovered {found[0]:.3f}")
print(f"recovered centroids {10**found[1]*1e6:.2f} and {10**found[3]*1e6:.2f} us")
print(f"recovered widths {found[2]:.3f} and {found[4]:.3f} decade")
print(f"30 repeats, fast fraction: mean {repeats[:,0].mean():.3f}, scatter {repeats[:,0].std(ddof=1):.3f}")
print(f"30 repeats, centroid scatter {repeats[:,1].std(ddof=1):.3f} and {repeats[:,3].std(ddof=1):.3f} decade")
print(f"30 repeats, mean widths {repeats[:,2].mean():.3f} and {repeats[:,4].mean():.3f} decade")
for factor in (0.1, 10.0):
    other = populations(invert(data, lam * factor))
    print(f"lambda x {factor:.1f}: fast fraction {other[0]:.3f}, widths {other[2]:.3f}, {other[4]:.3f} decade")
print("log10(tau/s), true and recovered density (uC/cm2 per decade):")
for z in np.arange(-6.0, -3.9, 0.25):
    true_g = np.sum(weights * norm.pdf(z, centres, spread))
    print(f"  {z:.2f}  {two_pr*true_g:.2f}  {two_pr*g_fit[np.argmin(abs(log_tau-z))]:.2f}")
print(f"best-rule separation limit, n=2, 5 % error: {best:.3f} decade (simulated error {wrong:.4f})")
print(f"  same at 0.1 % noise {limit(2.0, 0.001):.3f}, at 3 % noise {limit(2.0, 0.03):.3f} decade")
print(f"  same at 1 % noise with n=1: {limit(1.0, 0.01):.3f} decade")
print("split rates: separation (decade) | chosen lambda: pair, flat | lambda/10^4: pair, flat | bound")
for r in table:
    print(f"  {r[0]:.2f} | {r[1]:.2f} {r[2]:.2f} | {r[3]:.2f} {r[4]:.2f} | {r[5]:.3f}")
print(f"minimum chi2 for assumed n=1, 2, 3: {chi_n[1.0]:.1f}, {chi_n[2.0]:.1f}, {chi_n[3.0]:.1f}")
print(f"noise-free max error: n=2 from n=3 {error_up:.1e}; n=3 from n=2 {error_down:.1e}")
print(f"n=2 element read with n=3: width {np.sqrt(mix_var):.4f}, law {np.sqrt(var_law):.4f} decade")
print(f"  centroid shift {mix_mean+5:.4f}, law {shift_law:.4f} decade")
print(f"example read with n=3: widths {found3[2]:.3f} and {found3[4]:.3f} decade")
print(f"window edges for full-weight population: {fast_edge*1e9:.1f} ns and {slow_edge*1e3:.2f} ms")
print(f"film {thickness*1e9:.0f} nm, area {area*1e12:.0f} um2, resistance {resistance:.0f} ohm, permittivity {permittivity:.0f}")
print(f"field {field/1e8:.1f} MV/cm; rough breakdown field {breakdown/1e8:.1f} MV/cm; ratio {field/breakdown:.3f}")
print(f"circuit charging time {rc_time*1e9:.2f} ns")
print(f"peak series voltage drop {100*drop:.3f} %; shift of log10 tau {barrier*drop/LN10:.4f} decade")
print(f"leakage {leakage*1e-4:.0e} A/cm2 adds {leak_charge:.4f} uC/cm2 at the longest pulse")
print(f"heating: adiabatic {adiabatic:.1f} K, diffusion time {diffusion*1e9:.2f} ns, steady {steady_rise:.1e} K")
print(f"attempt time {attempt_time*1e9:.1f} ns (assumed); ln(tau/tau0) {barrier:.2f}")
print(f"drift of {drift:.0f} K at {temperature:.0f} K shifts log10 tau by {barrier*drift/temperature/LN10:.3f} decade")
print(f"thickness spread {100*thickness_spread:.0f} % gives {barrier*thickness_spread/LN10:.3f} decade of width")
print("every check passed")
```

Output:

```
2Pr 40.0 uC/cm2; noise 0.40 uC/cm2; relative noise 0.010
pulse widths 0.1 to 1000 us; data points 81
local-time grid: 97 points, step 0.050 decade; sampling step in ln t 0.1151
true centres 3.16 and 31.62 us; width 0.12 decade
misfit chi2: minimum 93.68, goal 106.41, fit 106.41, truth 103.09
chosen penalty weight lambda 1.211e-02 decade^5
recovered total polarization 39.94 uC/cm2
fast fraction: true 0.600, recovered 0.600
recovered centroids 3.21 and 31.47 us
recovered widths 0.136 and 0.131 decade
30 repeats, fast fraction: mean 0.599, scatter 0.009
30 repeats, centroid scatter 0.006 and 0.009 decade
30 repeats, mean widths 0.143 and 0.142 decade
lambda x 0.1: fast fraction 0.598, widths 0.112, 0.109 decade
lambda x 10.0: fast fraction 0.605, widths 0.173, 0.166 decade
log10(tau/s), true and recovered density (uC/cm2 per decade):
  -6.00  0.01  0.00
  -5.75  9.11  14.20
  -5.50  79.79  64.26
  -5.25  9.11  17.22
  -5.00  0.02  0.00
  -4.75  6.07  9.78
  -4.50  53.19  44.42
  -4.25  6.07  9.19
  -4.00  0.01  0.00
best-rule separation limit, n=2, 5 % error: 0.418 decade (simulated error 0.0493)
  same at 0.1 % noise 0.211, at 3 % noise 0.626 decade
  same at 1 % noise with n=1: 0.747 decade
split rates: separation (decade) | chosen lambda: pair, flat | lambda/10^4: pair, flat | bound
  0.30 | 0.00 0.00 | 0.93 0.83 | 0.431
  0.45 | 0.00 0.00 | 1.00 1.00 | 0.959
  0.60 | 0.97 0.00 | 1.00 1.00 | 1.000
  0.80 | 1.00 0.00 | 1.00 1.00 | 1.000
  1.00 | 1.00 0.00 | 1.00 1.00 | 1.000
minimum chi2 for assumed n=1, 2, 3: 1263.9, 93.7, 88.3
noise-free max error: n=2 from n=3 2.3e-08; n=3 from n=2 1.0e-01
n=2 element read with n=3: width 0.2076, law 0.2076 decade
  centroid shift -0.0418, law -0.0418 decade
example read with n=3: widths 0.197 and 0.167 decade
window edges for full-weight population: 46.6 ns and 9.97 ms
film 10 nm, area 400 um2, resistance 100 ohm, permittivity 30
field 1.5 MV/cm; rough breakdown field 4.0 MV/cm; ratio 0.375
circuit charging time 1.06 ns
peak series voltage drop 0.169 %; shift of log10 tau 0.0076 decade
leakage 1e-05 A/cm2 adds 0.0100 uC/cm2 at the longest pulse
heating: adiabatic 24.0 K, diffusion time 0.25 ns, steady 1.2e-04 K
attempt time 0.1 ns (assumed); ln(tau/tau0) 10.36
drift of 5 K at 300 K shifts log10 tau by 0.075 decade
thickness spread 2 % gives 0.090 decade of width
every check passed
```
